**Subband count and thickness period of a free-electron film**

For hard walls a distance \(L\) apart and a fixed Fermi wavevector \(k_F\), the number of occupied subbands is the integer part of \(k_FL/\pi\), and one subband enters for each increase \(\pi/k_F\) in \(L\). The program asserts the count and the entry thicknesses against a finite-difference Hamiltonian. It compares the electron density and the density of states with direct counts of plane waves in a large periodic square. It also asserts the fixed-density filling formula, the quantization condition for finite walls, and the longer period seen when thickness changes by whole atomic layers. For \(L=20\) Å and \(k_F=1.36\) Å⁻¹ the output shows eight occupied subbands and a period of 2.310 Å. With finite walls set by a rough work function of 4.5 eV, the count becomes nine while the period stays at 2.310 Å. Sampling by (001) layers of a face-centred cubic crystal with one free electron per atom turns this period into 4.58 layers.

## Verification by program

```python
"""Occupied subbands of a free-electron film and their thickness period.

Result under test: between hard walls a distance L apart, at fixed Fermi
wavevector kF, the number of occupied subbands is floor(kF*L/pi), and one
subband is added each time L grows by pi/kF.
Also tested: density of states, fixed-density filling, walls of finite height,
and the longer period seen when thickness changes by whole atomic layers.
Units: angstrom and eV. C = hbar^2/(2 m); n0 = bulk electron density.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, eigvalsh
from scipy.optimize import brentq

C = const.hbar**2 / (2 * const.m_e * const.e) * 1e20   # eV angstrom^2
kF = 1.36            # 1/angstrom
L = 20.0             # angstrom
work_function = 4.5  # eV, rough typical value for copper
temperature = 300.0  # K
EF = C * kF**2
n0 = kF**3 / (3 * np.pi**2)
period = np.pi / kF


def hard_levels(width, count=12, points=3000):
    """Lowest levels between hard walls, by finite differences."""
    h = width / (points + 1)
    diagonal = np.full(points, 2 * C / h**2)
    off = np.full(points - 1, -C / h**2)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select='i', select_range=(0, count - 1))


def finite_levels(width, V0, count=12, basis=160, margin=10.0):
    """Lowest levels of a well with walls of height V0, in a sine basis."""
    box = width + 2 * margin
    m = np.arange(1, basis + 1)
    minus = m[:, None] - m[None, :]
    plus = m[:, None] + m[None, :]

    def primitive(x):
        return x * (np.sinc(minus * x / box) - np.sinc(plus * x / box)) / box

    inside = primitive(margin + width) - primitive(margin)
    H = np.diag(C * (m * np.pi / box)**2) + V0 * (np.eye(basis) - inside)
    return eigvalsh(H)[:count]


def counted_density(levels, mu, side=2.0e4):
    """Electrons per area, counting plane waves in a periodic square."""
    total = 0.0
    for bottom in levels[levels < mu]:
        R = np.sqrt((mu - bottom) / C) * side / (2 * np.pi)
        i = np.arange(-int(R), int(R) + 1)
        total += np.sum(2 * np.floor(np.sqrt(R**2 - i**2)) + 1)
    return 2 * total / side**2


def filled_to(levels, areal_density):
    """Fermi energy at which the counted states hold the given density."""
    return brentq(lambda mu: counted_density(levels, mu) - areal_density,
                  levels[0] + 0.1, 11.0, xtol=1e-7)


# Hard walls: levels and count from the Hamiltonian against the formula
levels = hard_levels(L)
n = np.arange(1, 13)
E_formula = C * (n * np.pi / L)**2
assert np.allclose(levels, E_formula, rtol=1e-4)
M = int(np.floor(kF * L / np.pi))
assert np.sum(levels < EF) == M == 8

# Thicknesses at which the numerical level n meets the Fermi energy
indices = np.arange(7, 12)
thresholds = np.array([brentq(lambda w: hard_levels(w)[j - 1] - EF,
                              10.0, 35.0, xtol=1e-6) for j in indices])
assert np.allclose(thresholds, indices * period, atol=1e-3)
assert np.allclose(np.diff(thresholds), period, atol=1e-3)

# Electron density and density of states from counted plane waves
density_formula = np.sum(kF**2 - (n[:M] * np.pi / L)**2) / (2 * np.pi)
density_count = counted_density(levels, EF)
assert abs(density_count / density_formula - 1) < 1e-3
dE = 0.05
dos_film = (counted_density(levels, EF + dE)
            - counted_density(levels, EF - dE)) / (2 * dE * L)
bulk_density = lambda E: (E / C)**1.5 / (3 * np.pi**2)
dos_bulk = (bulk_density(EF + dE) - bulk_density(EF - dE)) / (2 * dE)
dos_ratio = M * np.pi / (kF * L)
assert abs(dos_film / dos_bulk - dos_ratio) < 3e-3

# Hard walls with the mean density fixed at the bulk value
mu_fixed = filled_to(levels, n0 * L)
q_fixed = np.sqrt(2 * np.pi * n0 * L / M
                  + (np.pi / L)**2 * (M + 1) * (2 * M + 1) / 6)
M_fixed = int(np.sum(levels < mu_fixed))
assert abs(mu_fixed - C * q_fixed**2) < 2e-3
assert M_fixed == 8


def neutral_threshold(j):
    return (np.pi * j * (j - 1) * (4 * j + 1) / (12 * n0))**(1 / 3)


for j in (8, 9, 10):
    width = neutral_threshold(j)
    trial = hard_levels(width)
    assert abs(filled_to(trial, n0 * width) - trial[j - 1]) < 3e-3
neutral_step = neutral_threshold(10) - neutral_threshold(9)
assert abs(neutral_step / period - 1) < 0.01
assert abs(neutral_threshold(200) / period - 199.75) < 1e-3

# Walls of finite height
V0 = EF + work_function
k0 = np.sqrt(V0 / C)
soft = finite_levels(L, V0)
soft_formula = np.array([C * brentq(
    lambda k: k * L + 2 * np.arcsin(k / k0) - j * np.pi, 1e-9, k0 * (1 - 1e-12))**2
    for j in range(1, 11)])
assert np.allclose(soft[:10], soft_formula, atol=2e-3)
M_soft = int(np.sum(soft < EF))
phase = 2 * np.arcsin(kF / k0)
assert M_soft == int(np.floor((kF * L + phase) / np.pi)) == 9
soft_thresholds = np.array([brentq(
    lambda w: finite_levels(w, V0)[j - 1] - EF, 10.0, 32.0, xtol=1e-6)
    for j in (8, 9, 10, 11)])
assert np.allclose(np.diff(soft_thresholds), period, atol=2e-3)
assert abs(soft_thresholds[1] - (9 * np.pi - phase) / kF) < 2e-3
mu_soft = filled_to(soft, n0 * L)
M_soft_fixed = int(np.sum(soft < mu_soft))
assert M_soft_fixed == 9

# Thickness changed by whole (001) layers of an fcc crystal, 1 electron/atom
lattice = (4 / n0)**(1 / 3)
layer = lattice / 2
sampled_period = 1 / (1 - layer / period)
samples = 2000
widths = layer * np.arange(1, samples + 1)
many = np.arange(1, int(widths[-1] / period) + 10)
counts = np.array([np.sum(C * (many * np.pi / w)**2 < EF) for w in widths])
trend = np.polyval(np.polyfit(widths, counts, 1), widths)
spectrum = np.abs(np.fft.rfft((counts - trend) * np.hanning(samples)))
peak_frequency = np.argmax(spectrum) / samples
assert abs(peak_frequency - 1 / sampled_period) < 1 / samples

# Temperature and lifetime broadening
kT = const.k * temperature / const.e
gap_up = E_formula[M] - EF
occupation = 1 / (np.exp(gap_up / kT) + 1)
broadening = 2 * C * kF / L
assert occupation < 1e-6

print(f"Wall separation L: {L:.1f} angstrom")
print(f"Fermi wavevector kF: {kF:.2f} 1/angstrom")
print(f"hbar^2/(2m): {C:.4f} eV angstrom^2")
print(f"Fermi energy: {EF:.3f} eV")
print(f"Wavevector step pi/L: {np.pi / L:.5f} 1/angstrom")
print(f"kF L/pi: {kF * L / np.pi:.3f}")
for j in range(1, 10):
    print(f"Subband {j}: k = {j * np.pi / L:.4f} 1/angstrom, "
          f"bottom = {E_formula[j - 1]:.3f} eV")
print(f"Occupied subbands, diagonalization: {np.sum(levels < EF)}")
print(f"Period pi/kF: {period:.3f} angstrom = {period / 10:.4f} nm")
print(f"Fermi wavelength: {2 * period:.3f} angstrom")
for j, w in zip(indices, thresholds):
    print(f"Subband {j} enters (diagonalization) at L = {w:.2f} angstrom")
print(f"Film/bulk density of states, formula: {dos_ratio:.3f}")
print(f"Film/bulk density of states, counted: {dos_film / dos_bulk:.3f}")
print(f"Jump of that ratio per subband at this L: {period / L:.3f}")
print(f"Bulk electron density n0: {n0:.5f} 1/angstrom^3")
print(f"Areal density at fixed kF: {density_formula:.4f} 1/angstrom^2")
print(f"Areal density n0 L: {n0 * L:.4f} 1/angstrom^2")
print(f"Fixed density, hard walls: Fermi wavevector {q_fixed:.4f} 1/angstrom")
print(f"Fixed density, hard walls: Fermi energy {mu_fixed:.3f} eV")
print(f"Fixed density, hard walls: occupied subbands {M_fixed}")
print(f"Fixed density: subband 9 enters at {neutral_threshold(9):.2f} angstrom")
print(f"Fixed density: step from 9 to 10 is {neutral_step:.3f} angstrom")
print(f"Rough work function: {work_function:.1f} eV")
print(f"Finite wall height V0: {V0:.3f} eV")
print(f"Finite wall: extra phase/pi {phase / np.pi:.3f}")
print(f"Finite wall: equivalent extra width {phase / kF:.2f} angstrom")
print(f"Finite wall, fixed kF: occupied subbands {M_soft}")
print(f"Finite wall: subband 9 enters at {soft_thresholds[1]:.2f} angstrom")
print(f"Finite wall: mean period {np.mean(np.diff(soft_thresholds)):.3f} angstrom")
print(f"Finite wall, fixed density: Fermi energy {mu_soft:.3f} eV")
print(f"Finite wall, fixed density: occupied subbands {M_soft_fixed}")
print(f"Thermal energy at {temperature:.0f} K: {kT:.4f} eV")
print(f"Subband 9 above Fermi energy: {gap_up:.3f} eV")
print(f"Thermal occupation at bottom of subband 9: {occupation:.1e}")
print(f"Broadening for mean free path = L: {broadening:.3f} eV")
print(f"fcc lattice constant from n0: {lattice:.3f} angstrom")
print(f"(001) layer spacing: {layer:.3f} angstrom")
print(f"Sampled period, formula: {sampled_period:.2f} layers")
print(f"Sampled period, Fourier peak: {1 / peak_frequency:.2f} layers")
print(f"Sampled period as thickness: {sampled_period * layer:.2f} angstrom")
print("ALL CHECKS PASSED")
```

It prints:

```
Wall separation L: 20.0 angstrom
Fermi wavevector kF: 1.36 1/angstrom
hbar^2/(2m): 3.8100 eV angstrom^2
Fermi energy: 7.047 eV
Wavevector step pi/L: 0.15708 1/angstrom
kF L/pi: 8.658
Subband 1: k = 0.1571 1/angstrom, bottom = 0.094 eV
Subband 2: k = 0.3142 1/angstrom, bottom = 0.376 eV
Subband 3: k = 0.4712 1/angstrom, bottom = 0.846 eV
Subband 4: k = 0.6283 1/angstrom, bottom = 1.504 eV
Subband 5: k = 0.7854 1/angstrom, bottom = 2.350 eV
Subband 6: k = 0.9425 1/angstrom, bottom = 3.384 eV
Subband 7: k = 1.0996 1/angstrom, bottom = 4.606 eV
Subband 8: k = 1.2566 1/angstrom, bottom = 6.016 eV
Subband 9: k = 1.4137 1/angstrom, bottom = 7.615 eV
Occupied subbands, diagonalization: 8
Period pi/kF: 2.310 angstrom = 0.2310 nm
Fermi wavelength: 4.620 angstrom
Subband 7 enters (diagonalization) at L = 16.17 angstrom
Subband 8 enters (diagonalization) at L = 18.48 angstrom
Subband 9 enters (diagonalization) at L = 20.79 angstrom
Subband 10 enters (diagonalization) at L = 23.10 angstrom
Subband 11 enters (diagonalization) at L = 25.41 angstrom
Film/bulk density of states, formula: 0.924
Film/bulk density of states, counted: 0.924
Jump of that ratio per subband at this L: 0.115
Bulk electron density n0: 0.08496 1/angstrom^3
Areal density at fixed kF: 1.5539 1/angstrom^2
Areal density n0 L: 1.6991 1/angstrom^2
Fixed density, hard walls: Fermi wavevector 1.4013 1/angstrom
Fixed density, hard walls: Fermi energy 7.482 eV
Fixed density, hard walls: occupied subbands 8
Fixed density: subband 9 enters at 20.17 angstrom
Fixed density: step from 9 to 10 is 2.314 angstrom
Rough work function: 4.5 eV
Finite wall height V0: 11.547 eV
Finite wall: extra phase/pi 0.571
Finite wall: equivalent extra width 1.32 angstrom
Finite wall, fixed kF: occupied subbands 9
Finite wall: subband 9 enters at 19.47 angstrom
Finite wall: mean period 2.310 angstrom
Finite wall, fixed density: Fermi energy 7.158 eV
Finite wall, fixed density: occupied subbands 9
Thermal energy at 300 K: 0.0259 eV
Subband 9 above Fermi energy: 0.568 eV
Thermal occupation at bottom of subband 9: 2.9e-10
Broadening for mean free path = L: 0.518 eV
fcc lattice constant from n0: 3.611 angstrom
(001) layer spacing: 1.805 angstrom
Sampled period, formula: 4.58 layers
Sampled period, Fourier peak: 4.58 layers
Sampled period as thickness: 8.27 angstrom
ALL CHECKS PASSED
```
